# The energy cost of removing an atom from an fcc(111) terrace

**Q:** I am estimating a sputter yield for an fcc metal with a flat (111) surface. Subliming the crystal takes 3.5 eV per atom, so I take 3.5 eV as the energy needed to pull one atom out of the terrace. Every atom in the bulk has twelve bonds, and the cohesive energy counts them. What could be wrong with that?

**A:** Let us count bonds for both quantities. Take the simplest model: each nearest-neighbour pair contributes $-\varepsilon$, other pairs contribute nothing, and the atoms stay on their lattice sites. The cost of removal is the potential energy after the atom has gone to rest at infinity, minus the energy before. What is the cohesive energy $E_c$ in terms of $\varepsilon$?

**Q:** Twelve bonds per atom, so $12\varepsilon$.

**A:** Each bond has two ends. If you give every one of $N$ bulk atoms twelve bonds, you count every bond twice. The crystal has $12N/2=6N$ bonds, apart from its surface, so

$$E_c=\frac{12\,\varepsilon}{2}=6\varepsilon ,\qquad \varepsilon=\frac{3.5\ \text{eV}}{6}=0.583\ \text{eV}.$$

In this average, each atom is charged for half of each of its bonds. When you remove a single atom, its partners stay behind, and you must cut each of its bonds completely. The cost is $\varepsilon$ times the number of neighbours, with no factor 1/2.

**Q:** Then I need the number of neighbours of a terrace atom.

**A:** In cubic axes the twelve neighbour vectors are $\tfrac a2(\pm1,\pm1,0)$, $\tfrac a2(\pm1,0,\pm1)$ and $\tfrac a2(0,\pm1,\pm1)$, where $a$ is the lattice constant. The outward normal is along $(1,1,1)$, so the sign of the sum of the components says where a neighbour lies. The sum is positive for the three vectors with two plus signs, negative for the three with two minus signs, and zero for the six with mixed signs. The surface removes the three neighbours above. Six in the plane and three below remain:

$$U_t=9\varepsilon=\frac{9}{6}E_c=1.5\,E_c=5.25\ \text{eV}.$$

**Q:** So the surface atom has fewer bonds than a bulk atom, and still costs more than the bulk average?

**A:** Yes. It has three quarters of the bonds, but pays for each one in full instead of in half: $\tfrac34\times2=\tfrac32$. The face matters. On (100), the four vectors with a positive first component are missing, which leaves eight bonds and a ratio $8/6=1.33$. On (110), five vectors have a positive sum of the first two components, which leaves seven bonds and $7/6=1.17$.

**Q:** I see a contradiction. If I take the whole crystal apart, atom by atom, I must spend $NE_c$ in total. At $1.5E_c$ each I would spend half as much again.

**A:** You would, if every atom left from a perfect terrace. But the first removal leaves a hole, and the six atoms around it have lost a bond each. They are now cheaper. Count the bonds lost when a complete layer of $N$ atoms is stripped. Bonds within the layer are shared by two of the removed atoms, so there are $6N/2=3N$ of them. Bonds to the layer below have one end in the removed layer, so there are $3N$ of those. The total is

$$(3N+3N)\,\varepsilon=6N\varepsilon=NE_c .$$

The energy depends on the configuration and not on the path, so this holds for any order of removal. The mean cost over the layer is $E_c$, although the first atom costs $1.5E_c$.

**Q:** How does the cost fall from one atom to the next?

**A:** That depends on the order. Suppose it is random, and only this layer loses atoms. At some moment let $\theta$ be the fraction of the other $N-1$ sites of the layer that are still occupied. The next atom has its three bonds downward. Because the order is random, each of its six in-plane neighbours is present with probability $\theta$. The mean cost is therefore

$$U(\theta)=(3+6\theta)\,\varepsilon=E_c\left(\tfrac12+\theta\right).$$

The first atom has $\theta=1$ and costs $1.5E_c$. The last has $\theta=0$ and costs $0.5E_c=1.75$ eV. Over the whole layer $\theta$ runs in equal steps from 1 to 0, so its mean is 1/2, and the mean cost is again $E_c$. I sampled 4000 random orders for a layer of 144 atoms:

| $\theta$ | sampled mean (eV) | formula (eV) |
|---|---|---|
| 1.000 | 5.25 | 5.25 |
| 0.748 | 4.36 | 4.37 |
| 0.497 | 3.48 | 3.49 |
| 0.245 | 2.60 | 2.61 |
| 0.000 | 1.75 | 1.75 |

**Q:** Is there any single site where my 3.5 eV is right, and not just as an average?

**A:** The kink, which is the end of an unfinished row at a step. A kink atom has three neighbours below and half of the six in-plane ones, so it has six bonds and costs $6\varepsilon=E_c$. There is a deeper reason than the count. When the kink atom leaves, the next atom in the row becomes the kink atom. The surface looks the same as before, and the crystal has lost one atom's worth of bulk. The cost must then be $E_c$ for any short-range law of bonding, provided that the row is long enough for its other end not to matter and that the surface is in the same condition before and after, either on ideal sites both times or relaxed both times. Sudden removal from a relaxed kink costs slightly more.

**Q:** What if the surface repairs itself? Suppose an atom from a kink moves into the hole before the next ion arrives.

**A:** Then the next atom again leaves from a perfect terrace and again costs 5.25 eV. The repair breaks six bonds at the kink and makes nine in the hole, so it releases $3\varepsilon=1.75$ eV as heat. The balance for one cycle is

$$5.25\ \text{eV}-1.75\ \text{eV}=3.50\ \text{eV}=E_c .$$

In general, write the energy of the remaining solid as $-N_sE_c+E_{\rm surf}$, where $N_s$ is its number of atoms and $E_{\rm surf}$ contains everything due to surfaces and defects. Let $n$ atoms leave singly, at costs $U_1,\dots,U_n$. Between removals, let rearrangements release a net energy $H$. The energy of the solid changes by $\sum_i U_i-H$, and it also changes by $nE_c+\Delta E_{\rm surf}$. Hence

$$\sum_{i=1}^n U_i=nE_c+H+\Delta E_{\rm surf}.$$

If the state of the surface is stationary on average, the last term does not grow with $n$, and the mean cost per emitted atom becomes

$$\bar U=E_c+h,\qquad h=H/n .$$

Complete healing gives $h=0.5E_c$ in the pair model. If ions displace atoms and leave defects, they put energy into the solid. That counts as a negative contribution to $h$ and can bring $\bar U$ below $E_c$.

**Q:** All this rests on pair bonds. In a metal, an atom that loses a neighbour binds more strongly to the others.

**A:** That is the main weakness of the factor 1.5. A simple model with this effect is the second-moment form. For an atom with $Z$ neighbours, all at distance $r$, it reads

$$E(Z,r)=AZ\,e^{-p(r/r_0-1)}-\xi\sqrt Z\,e^{-q(r/r_0-1)} .$$

The first term is repulsion. The second is the band energy, which grows only as $\sqrt Z$. The distance $r_0$ should be the equilibrium distance of the bulk, so the derivative at $r=r_0$ must vanish for $Z=12$:

$$-12Ap+\sqrt{12}\,\xi q=0\quad\Rightarrow\quad A=\frac{\xi q}{p\sqrt{12}} .$$

The cohesive energy is minus the energy per atom,

$$E_c=\sqrt{12}\,\xi-12A=\sqrt{12}\,\xi\left(1-\frac qp\right).$$

With $p=11$ and $q=2.2$ we have $q/p=0.2$. Keeping $E_c=3.5$ eV gives $\xi=3.5/(3.464\times0.8)=1.263$ eV and $A=0.0729$ eV.

**Q:** And the terrace atom?

**A:** Now we must also follow the atoms left behind. The removed atom loses its own energy, which costs $3\xi-9A$. A neighbour that goes from $Z$ to $Z-1$ changes its energy by

$$\left[A(Z-1)-\xi\sqrt{Z-1}\right]-\left[AZ-\xi\sqrt Z\right]=\xi\left(\sqrt Z-\sqrt{Z-1}\right)-A .$$

Six neighbours go from 9 to 8, and three from 12 to 11. Altogether

$$U_t=\xi\left[3+6(3-\sqrt8)+3(\sqrt{12}-\sqrt{11})\right]-18A=4.472\,\xi-18A\approx4.34\ \text{eV}.$$

This is $1.24E_c$. The last atom of a layer, with three neighbours that go from 10 to 9, costs $\xi[\sqrt3+3(\sqrt{10}-3)]-6A=2.36$ eV instead of 1.75 eV. The costs are closer together, but their mean over the layer is still 3.50 eV, and so is the cost at a kink.

**Q:** Could stronger many-body bonding bring the terrace atom all the way down to $E_c$?

**A:** Divide the terrace cost $U_t$ by $E_c$, using $18A=1.5\times12A=1.5\sqrt{12}\,\xi q/p$:

$$\frac{U_t}{E_c}=\frac{1.291-1.5\,q/p}{1-q/p}=1.5-\frac{0.209}{1-q/p}.$$

Formally the ratio would reach 1 at $q/p\approx0.58$, but the model does not get there. Its fcc crystal is stable against shear only for $q/p<0.5$, and in that range the ratio at ideal sites stays above 1.08. Consider also what a ratio below 1 would mean. Taking an atom from the terrace and attaching it at a kink costs $U_t-E_c$. If this were negative, the flat terrace would lower its energy by making holes in itself. A terrace that is stable against such holes therefore has $U_t>E_c$, whatever the law of bonding. The excess above $E_c$ is general under that condition; the value 1.5 belongs to nearest-neighbour pairs.

**Q:** You kept the atoms frozen. Does relaxation matter?

**A:** With the parameters used here, $q/p=0.2$, it matters little. I relaxed a slab of eight layers with $10\times10$ atoms each, holding the two lowest layers and the lateral period at their bulk geometry. Removing the atom from the relaxed surface while the others stand still costs 4.325 eV. If the others then settle around the hole, the cost is 4.316 eV, or $1.23E_c$. The relaxation grows as $q/p$ approaches 0.5, where the crystal becomes soft against shear, and a model with longer range gives other values.

Second neighbours are also a small correction in the pair picture. They sit at $(\pm a,0,0)$ and the equivalent places, six in the bulk, and the (111) surface removes three. If each contributes $s\varepsilon$, then

$$\frac{U_t}{E_c}=\frac{9+3s}{6+3s},$$

which is 1.476 for $s=0.1$. Of the corrections computed here, the many-body one is by far the largest.

**Q:** Then let me return to my yield. How does the barrier enter?

**A:** Use the standard picture of a linear collision cascade. Recoils reach the surface from inside with an isotropic flux whose energy distribution is proportional to $1/E_0^2$. A planar barrier $U$ acts on the motion along the normal, so an atom at angle $\vartheta$ to the normal escapes if $E_0\cos^2\vartheta>U$. With $c=\cos\vartheta$, the flux through the surface has weight $c\,dc$, and the escaping part at energy $E_0$ is

$$\int_{\sqrt{U/E_0}}^1c\,dc=\frac12\left(1-\frac U{E_0}\right).$$

The yield is then

$$Y\propto\int_U^\infty\frac{dE_0}{E_0^2}\,\frac12\left(1-\frac U{E_0}\right)=\frac12\left(\frac1U-\frac1{2U}\right)=\frac1{4U}.$$

An emitted atom has energy $E=E_0-U$. Substituting $E_0=E+U$ in the integrand gives the spectrum

$$N(E)\propto\frac{E}{(E+U)^3},\qquad \frac{dN}{dE}\propto\frac{(E+U)-3E}{(E+U)^4},$$

with its maximum at $E=U/2$.

**Q:** So with the same recoils, replacing 3.5 eV by 5.25 eV lowers the yield by a factor 1.5 and moves the peak from 1.75 to 2.63 eV.

**A:** Yes. Two million sampled recoils give a yield ratio of 1.496, in agreement with the integral. This checks the integration, not the assumptions about the cascade. If the recoil energies end at $E_m$, the upper limit of the integral changes:

$$\frac12\left[\frac1U-\frac1{E_m}-\frac U2\left(\frac1{U^2}-\frac1{E_m^2}\right)\right]=\frac1{4U}\left(1-\frac U{E_m}\right)^2 .$$

For $E_m=100$ eV the ratio becomes $1.5\times(0.965/0.9475)^2=1.556$.

**Q:** Should I now use 5.25 eV, then?

**A:** Only for emission from a perfect terrace, and only if you trust pair bonds. During erosion there are many kinds of site. Let a fraction $f_s$ of the recoils arrive at sites with barrier $U_s$, with $\sum_sf_s=1$ and the same recoil spectrum at each. Take each barrier equal to the removal cost. Then $Y=C\sum_sf_s/U_s$, with $C$ a constant. The mean cost per emitted atom must be weighted by how often each kind of site emits:

$$\bar U=\frac{\sum_s(f_s/U_s)\,U_s}{\sum_s f_s/U_s}=\frac1{\sum_sf_s/U_s}\quad\Rightarrow\quad Y=\frac C{\bar U}.$$

The energy balance gave $\bar U=E_c+h$. For a stationary surface with no net heat from rearrangement, your original 3.5 eV is therefore the right effective barrier for the yield within this model, even though no atom leaves a perfect terrace at that price. The energy spectrum is a sum over sites with different barriers, so its peak need not lie at $E_c/2$. With complete healing, and if only top-layer atoms leave, the right value is the terrace cost.

**Q:** How long does a terrace stay close to perfect under the beam?

**A:** Take $a=0.36$ nm. The neighbour distance is $a/\sqrt2=0.255$ nm, and each surface atom occupies $\sqrt3/2$ times its square, which gives $1.78\times10^{15}$ atoms per cm$^2$. A current of 1 mA/cm$^2$ of singly charged ions brings $6.24\times10^{15}$ ions per cm$^2$ and second. If each ion removes two atoms,

$$t_{\rm layer}=\frac{1.78\times10^{15}}{2\times6.24\times10^{15}}\ \text{s}=0.143\ \text{s}.$$

Without healing, 5 % of the layer is gone after 7.1 ms. In the random-order pair model the mean cost is then $3.5\times1.45=5.1$ eV, and it reaches $E_c$ when half the layer is gone. That model lets only the top layer lose atoms. If atoms of the next layer can also leave once they are exposed, the mean cost falls more slowly, because an atom whose three upper neighbours have gone can again have up to nine bonds, and one under a single hole still has up to eleven.

**Q:** Was the surface ever perfect? There are steps and thermal vacancies from the start.

**A:** They are few. For a miscut of 0.5 degrees, steps of height $a/\sqrt3=0.208$ nm are 23.8 nm apart. The atomic rows are 0.22 nm apart, so 0.93 % of the top atoms lie at step edges. A terrace vacancy made by moving an atom to a kink costs $U_t-E_c$. At 400 K, where $k_BT=0.0345$ eV, and without vibrational entropy, the vacancy fraction $e^{-(U_t-E_c)/k_BT}$ is $5\times10^{-11}$ with the relaxed many-body cost, and smaller still with pair bonds. It is the beam that roughens the terrace.

**Q:** How near is all this to a real target?

**A:** The cohesive energy, the lattice constant and the exponents $p$ and $q$ are rough values in the regime of copper, but neither model is a calculation of copper. A yield near 2 is a reasonable rough value for argon ions of several hundred eV on such a metal. The recoil limit of 100 eV is low for such ions, since a head-on collision between argon and copper can pass on most of the ion's energy; a higher limit brings the yield ratio closer to 1.5. Besides the assumptions about the cascade and the planar barrier, which are not tested here, two assumptions about the surface break in a real target. The bonding is not pairwise, which in the many-body model here lowers the terrace cost from 5.25 to about 4.3 eV. And the surface under the beam is neither perfect nor free of displaced atoms. If only top-layer atoms leave, healing is partial and the ions put no energy into defects, the many-body model puts the effective barrier between 3.5 and 4.3 eV; energy put into defects by the ions would lower it, and emission from the second layer, where an atom costs more, would raise it.

**Q:** So when I quote a surface binding energy, I have to say which surface I mean.

**A:** And which bonding model. The numerical output lists the costs for both models, so you can see how far each choice moves the number.

## Calculated quantities

```
Cohesive energy (input): 3.50 eV
Lattice constant (input): 0.36 nm
Many-body exponents p, q (input): 11.0, 2.2
Pair-bond energy: 0.5833 eV
Bonds, bulk / terrace / kink: 12 / 9 / 6
Terrace bonds in plane / below: 6 / 3
Pair: terrace cost: 5.250 eV
Pair: terrace cost / Ec: 1.5000
Pair: kink cost: 3.500 eV
Pair: last atom of a layer: 1.750 eV
Pair: mean cost over one layer: 3.500 eV
Pair: heat when a kink atom fills the hole: 1.750 eV
Pair: (111) bonds, cost / Ec: 9, 1.500
Pair: (100) bonds, cost / Ec: 8, 1.333
Pair: (110) bonds, cost / Ec: 7, 1.167
Random stripping: 144 atoms, 4000 orders
theta 1.000: sampled 5.250 eV, law 5.250 eV
theta 0.748: sampled 4.358 eV, law 4.369 eV
theta 0.497: sampled 3.482 eV, law 3.488 eV
theta 0.245: sampled 2.604 eV, law 2.607 eV
theta 0.000: sampled 1.750 eV, law 1.750 eV
Many-body xi: 1.2630 eV
Many-body A: 0.0729 eV
Many-body: terrace cost, ideal sites: 4.335 eV
Many-body: same / Ec: 1.239
Many-body: kink cost: 3.500 eV
Many-body: last atom of a layer: 2.365 eV
Many-body: mean cost over one layer: 3.500 eV
Many-body: healing heat, ideal sites: 0.835 eV
Relaxed slab, sudden removal: 4.325 eV
Relaxed slab, relaxed removal: 4.316 eV
Relaxed removal / Ec: 1.233
Change from smaller slab: 0.0000 eV
Second neighbours, s = 0.1: cost / Ec: 1.476
Spectrum peak for U = Ec: 1.750 eV
Spectrum peak for U = terrace cost: 2.625 eV
Yield ratio, sampled: 1.496
Yield ratio, formula: 1.500
Yield ratio, recoils below 100 eV: 1.556
Thermal energy at 400 K: 0.0345 eV
Thermal vacancy fraction, pair: 8.9e-23
Thermal vacancy fraction, relaxed many-body: 5.3e-11
Terrace width at 0.5 degree miscut: 23.8 nm
Fraction of top atoms at step edges: 0.93 %
Atoms per area in one layer: 1.782e+15 cm^-2
Ion current: 1.0 mA/cm2
Assumed yield: 2.0 atoms per ion
Time to remove one layer: 0.143 s
Time to remove 5 % of a layer: 7.1 ms
```
